# Static Coupled-Cluster Polarizability: Symmetric Response and the EOM Pair Error, part 2

We compare two CCSD polarizabilities, linear response (LR) and equation-of-motion (EOM), in Hartree atomic units. In a static field \(H(\varepsilon)=H+\varepsilon_xX+\varepsilon_yY\), with \(X=-\mu_x\), \(Y=-\mu_y\) and likewise \(Z\). The polarizability is \(\alpha_{xy}=-E^{xy}\), with \(E^{xy}=\partial^2E/\partial\varepsilon_x\partial\varepsilon_y\) at zero field. The RHF orbitals stay field-free.

\(|0\rangle\) is the reference and \(|\mu\rangle=\tau_\mu|0\rangle\) are the single (S) and double (D) excitations. \(P\) projects on all of these, and \(Q=1-P\). With \(T=\sum_\mu t_\mu\tau_\mu\) and \(\bar O=e^{-T}Oe^{T}\),
\[E=\langle0|\bar H(\varepsilon)|0\rangle,\qquad \Omega_\mu=\langle\mu|\bar H(\varepsilon)|0\rangle=0 .\]
The Lagrangian is \(\mathcal L=\langle L|\bar H(\varepsilon)|0\rangle\), with \(\langle L|=\langle0|+\sum_\mu\lambda_\mu\langle\mu|\). At zero field, with \(N=\bar H-E\), part (a) gave
\[\lambda A=-\eta^0,\quad A_{\mu\nu}=\langle\mu|[\bar H,\tau_\nu]|0\rangle,\quad \eta^0_\nu=\langle0|\bar H|\nu\rangle ,\]
\[PN|0\rangle=0,\qquad\langle L|NP=0,\qquad\langle\mu|N|\nu\rangle=A_{\mu\nu},\]
and \(\langle X\rangle=\langle0|\bar X|0\rangle+\lambda\cdot\xi^x\), with \(\xi^x_\mu=\langle\mu|\bar X|0\rangle\).

The first-order quantities are \(t^y=\partial t/\partial\varepsilon_y\), \(\lambda^y=\partial\lambda/\partial\varepsilon_y\) and \(T^y=\sum_\nu t^y_\nu\tau_\nu\), with
\[At^y=-\xi^y .\]
\[\eta^y_\nu=\langle L|[\bar Y,\tau_\nu]|0\rangle,\qquad F_{\nu\kappa}=\langle L|[[\bar H,\tau_\kappa],\tau_\nu]|0\rangle .\]
The asymmetric LR form is \(E^{xy}=\eta^x\cdot t^y+\lambda^y\cdot\xi^x\). The symmetric form has the \(xx\) element \(2\eta^x\cdot t^x+t^xFt^x\).

EOM freezes \(T\) at its field-free value and follows the eigenvalue of \(P(\bar H+\varepsilon_x\bar X+\varepsilon_y\bar Y)P\) that starts at \(E\):
\[E^{xy}_{\rm EOM}=\langle L|(\bar X-\langle X\rangle)T^y|0\rangle+\langle L|(\bar Y-\langle Y\rangle)T^x|0\rangle .\]
With \(a^x=\lambda\cdot t^x\) and \(b^x=\lambda\cdot\xi^x\), part (e) found
\[E^{xy}_{\rm LR}-E^{xy}_{\rm EOM}=\langle L|\bar H\,Q\,T^xT^y|0\rangle .\]
For two correlated electrons \(Q=0\), and LR, EOM and full CI coincide.

The closing program output also lists the earlier test of these formulas on an irregular planar H\(_4\) cluster. We now turn to noninteracting fragments.

**(f) Two closed-shell fragments A and B do not interact: \(H=H_A+H_B\), \(X=X_A+X_B\), with orbitals localized on the fragments. Determine \(T\), the LR polarizability and \(\lambda\) of the CCSD supersystem.**

*Solution.* Localized orbitals lose no generality: mixing occupied orbitals among themselves, or virtuals among themselves, leaves \(|0\rangle\), \(P\) and the operator space of \(T\) unchanged. Operators of A and B contain even numbers of fermion operators on disjoint orbitals and so commute. The supersystem manifold contains the fragment excitations \(\mu_A,\nu_B\), the doubles \(i_Aj_B\) made of a single \(i\) on A and a single \(j\) on B, and excitations that change a fragment's charge or spin projection.

Try \(T=T_A+T_B\) with the monomer solutions at the same field. \(T_B\) commutes with \(H_A\), so \(\bar H=\bar H_A+\bar H_B\). For \(\mu_A\), the part \(\bar H_A\) gives the monomer residual, which is zero, and \(\bar H_B\) gives \(\langle\mu_A|0_A\rangle\langle0_B|\bar H_B|0_B\rangle=0\). For \(i_Aj_B\) each term leaves one fragment in its reference, orthogonal to the bra. The remaining residuals vanish because \(\bar H_A\) and \(\bar H_B\) conserve fragment charge and spin projection. So the trial solves the equations at every field, \(E(\varepsilon)=E_A(\varepsilon)+E_B(\varepsilon)\), \(T^x=T^x_A+T^x_B\), and the LR polarizability, being a derivative of \(E(\varepsilon)\), is additive.

The multipliers follow from \(\langle L|N_A+N_B|\nu\rangle=0\). In the charge- or spin-changed sectors these equations are homogeneous, so those multipliers are zero. Write
\[\langle L|=\langle0|+\sum\lambda^A_\mu\langle\mu_A|+\sum\lambda^B_\nu\langle\nu_B|+\sum\mathcal Y_{ij}\langle i_Aj_B| .\]
For the column \(|\kappa_A\rangle\), the first two parts give \(\eta^{0A}+\lambda^AA^A\), with \(\langle0_B|N_B|0_B\rangle=0\). The \(\lambda^B\) part vanishes by orthogonality on B (for \(N_A\)) or on A (for \(N_B\)). The \(\mathcal Y\) part vanishes by orthogonality for \(N_A\), and for \(N_B\) it carries \(\langle j_B|N_B|0_B\rangle=\Omega^B_j=0\). So \(\lambda^A\) is the monomer multiplier, and likewise \(\lambda^B\). For the column \(|k_Al_B\rangle\), \(\langle0|\) gives zero, \(\lambda^A\) contributes through \(N_B\), and \(\lambda^B\) through \(N_A\):
\[\sum_i\mathcal Y_{il}A^A_{ik}+\sum_j\mathcal Y_{kj}A^B_{jl}=-\lambda^A_k\eta^{0B}_l-\eta^{0A}_k\lambda^B_l ,\]
with all indices singles. This Sylvester equation has a unique solution if no eigenvalue of the singles block of \(A^A\) is the negative of an eigenvalue of the singles block of \(A^B\).

Without truncation the left eigenvector of \(\bar H_A+\bar H_B\) is the product \(\langle L_A|\langle L_B|\), and the cross block is \(\lambda^A_\mu\lambda^B_\nu\) over all excitations. In CCSD the S×D, D×S and D×D blocks are absent, and the S×S block differs from the product. The monomer equation for a singles column is \(\sum_i\lambda_iA_{ik}+g_k=-\eta^0_k\), with \(g_k=\sum_{D}\lambda_DA_{Dk}\). Put \(\mathcal Y_{ij}=\lambda^A_i\lambda^B_j+K_{ij}\). On the left the product part gives \(-(\eta^{0A}_k+g^A_k)\lambda^B_l-\lambda^A_k(\eta^{0B}_l+g^B_l)\), so \(K\) obeys the same Sylvester equation with the source \(g^A_k\lambda^B_l+\lambda^A_kg^B_l\).

**(g) Find the non-additive part of the EOM polarizability, its dependence on the number of fragments, and the conditions under which it vanishes.**

*Solution.* Only \(\langle0|\) and \(\lambda^A\) contribute to \(\langle L|\bar X_A|0\rangle\), because B stays in its reference. So \(\langle X\rangle=\langle X_A\rangle+\langle X_B\rangle\). The EOM term \(\langle L|(\bar X-\langle X\rangle)T^y|0\rangle\) splits into AA, BB, AB and BA pieces. The AA piece leaves B in its reference and is the monomer value. In the AB piece \(\langle L|(\bar X_A-\langle X_A\rangle)T^y_B|0\rangle\), B is excited, so \(\langle0|\) and \(\lambda^A\) give zero. The \(\lambda^B\) part gives \((\langle0|\bar X_A|0\rangle-\langle X_A\rangle)\,a^y_B=-b^x_Aa^y_B\). The \(\mathcal Y\) part gives \(\sum_{ij}\xi^{xA}_i\mathcal Y_{ij}t^{yB}_j\). The non-additive part \(\delta E^{xy}=-\delta\alpha_{xy}\) is the sum of four such pieces, from A↔B and \(x\leftrightarrow y\). For a diagonal element,
\[\delta E^{zz}=2\big[\xi_A\mathcal Yt_B+t_A\mathcal Y\xi_B-b_Aa_B-a_Ab_B\big].\]
Since LR is additive, part (e) implies that the cross part of \(\langle L|\bar HQT^zT^z|0\rangle\) is \(-\delta E^{zz}\).

*No truncation.* With \(\mathcal Y\to\lambda^A\otimes\lambda^B\) over all excitations, \(\xi_A\mathcal Yt_B=b_Aa_B\) and every piece cancels. What matters is truncation in the supersystem: exact monomers do not remove the term.

*Symmetry.* Let B be centrosymmetric. Up to a constant, which adds nothing to \(\xi\), \(X_B\) is odd under inversion of B, while \(\bar H_B\) is even. Then \(\xi_B\) and \(t_B=-A^{-1}\xi_B\) live on odd excitations, and \(\lambda^B,\eta^{0B}\) on even ones, so \(a_B=b_B=0\). The Sylvester source is even in the B index and \(A^B\) preserves parity, so \(\mathcal Y\) is even there and \(\mathcal Yt_B=\mathcal Y\xi_B=0\). Hence \(\delta E=0\). The same argument applies whenever the field operators have no totally symmetric component in the point group of one fragment. The loss of additivity therefore requires such a component in both fragments, as for two polar molecules with the field along their dipoles.

*Orientation.* Reversing B sends \(Z_B\to-Z_B\) up to a constant, which flips \(\xi_B,t_B,a_B,b_B\). Each term is linear in one of them, so \(\delta E^{zz}\) changes sign.

*Many fragments.* A double excitation touches at most two fragments in the charge-conserving sector, so \(\langle L|\) has one- and two-fragment blocks. In the column \(|k_Al_B\rangle\), a bra excited on a third fragment C differs from the ket on C and on at least one of A and B, while each \(N\) acts on one fragment; the element is zero. Each pair keeps its dimer value. For \(n\) identical fragments with orientations \(s_k=\pm1\), using \(\sum_{k<l}s_ks_l=\tfrac12[(\sum_ks_k)^2-n]\),
\[\alpha_{\rm EOM}(n)=n\,\alpha_{\rm EOM}(1)+\tfrac12\Big[\Big(\sum_ks_k\Big)^2-n\Big]\delta\alpha .\]
Aligned fragments give \(\tfrac12n(n-1)\delta\alpha\), an error per fragment of \(\tfrac12(n-1)\delta\alpha\) that grows with \(n\). A balanced set, \(\sum_ks_k=0\), gives a total linear in \(n\) with the slope shifted by \(-\tfrac12\delta\alpha\). In the noninteracting model none of these terms depends on distance.

**(h) Evaluate \(\alpha_{zz}\) for LiH (\(R=3.0\) bohr, H on \(+z\), 6-31G, frozen 1s core) and for noninteracting copies of it.**

*Solution.* Two electrons are correlated, so \(Q=0\) for the monomer; \(E=-7.99787\,E_h\) and \(\mu_z=-2.1625\) au. The symmetric form gives
\[E^{zz}=2(-13.996304)+1.622556=-26.3701,\]
so \(\alpha_{zz}=26.370\) au \(=3.908\) Å\(^3\), the same from EOM and from the full-CI sum over states. The digits describe this model and are not converged in the basis, which has p functions on Li only and no added diffuse shells. With the same geometry and frozen core, cc-pVDZ gives \(\alpha_{zz}=22.46\) au, and aug-cc-pVTZ gives \(\alpha_{zz}=25.64\) au and \(\mu_z=-2.304\) au.

For the dimer the program solves the CCSD equations including the cross amplitudes \(i_Aj_B\) built from totally symmetric singles (the charge- and spin-changing excitations are left out of its matrices), finds them zero, and obtains the LR value \(52.740\) au, twice the monomer value, analytically and by finite field. The monomer ingredients of the pair term are \(b=-0.10005\), \(a=0.70625\) and \(\xi\mathcal Yt+t\mathcal Y\xi=0.00698\), so \(2ab=-0.14132\) and
\[\delta E^{zz}=2\,[0.00698-(-0.14132)]=0.2966,\]
that is \(\delta\alpha=-0.2966\) au \(=-0.0439\) Å\(^3\). The predicted EOM values are \(52.7401-0.2966=52.4435\) au (parallel) and \(52.7401+0.2966=53.0367\) au (antiparallel), and the finite-field eigenvalues of the dimer matrix reproduce both. Because the monomers are exact, the whole deviation, \(-0.56\,\%\) of the full-CI dimer value for the parallel pair, is non-additivity. Its size depends strongly on the basis: \(\delta\alpha\) is \(-0.079\) au in cc-pVDZ, \(-0.030\) au in aug-cc-pVDZ and \(-0.031\) au (\(-0.06\,\%\)) in aug-cc-pVTZ, about ten times smaller than in 6-31G.

The block \(\mathcal Y\) is far from the product form. Its norm is \(3.7\times10^{-4}\), against \(3.4\times10^{-3}\) for \(\lambda^S\otimes\lambda^S\), and it offsets none of the product term: both enter \(\delta E\) with a positive sign here, and \(\mathcal Y\) supplies the small share. Its source is proportional to the singles part of \(\eta^0\). That part is \(\langle0|He^T|k\rangle=\langle0|H|k\rangle+\langle0|HT_1|k\rangle\), where higher terms exceed doubles and the first term vanishes for RHF orbitals by Brillouin's theorem. So \(\eta^0_k\) is linear in \(T_1\), and \(\mathcal Y\) vanishes if \(T_1\) vanishes on both fragments.

For ten aligned copies the formula of part (g) predicts
\[\alpha_{\rm EOM}/10=26.3701+4.5\,(-0.2966)=25.035\ \text{au},\]
which is \(-5.1\,\%\) relative to the monomer value in 6-31G; with the aug-cc-pVTZ pair term the same formula gives about \(-0.55\,\%\). This case was not computed directly. The pair count is tested in the STO-3G basis, where \(\alpha=10.1047\) au and \(\delta\alpha=-0.1078\) au. The dimer excess is \(20.1016-20.2094=-0.1078\) au and the trimer excess is \(29.9908-30.3141=-0.3233\) au, three pair terms. The symmetry condition is tested with H\(_2\) (\(R=1.4\) bohr, 6-31G, \(\alpha_{zz}=6.0877\) au): EOM gives \(12.1755\) au for H\(_2\)+H\(_2\) and \(32.4578\) au for LiH+H\(_2\), in each case the sum of the monomer values.

## Calculated quantities

```
H4 6-31G, (x,z)/bohr: (0,0) (0,1.6) (2.6,0.6) (3.4,2.2)
finite-field step = 1e-03 au; determinants 784, amplitudes 198
E_RHF = -2.17153881 Eh, E_CCSD = -2.23113624 Eh
E_FCI = -2.23125728 Eh
alpha_xx LR: sym 4.170632, asym 4.170632, field 4.170632 au
alpha_xx EOM: formula 4.169979, field 4.169979 au
  -tFt = -0.220996 au, -<L|Hbar Q TT|0> = 0.000653 au
alpha_zz LR: sym 12.201980, asym 12.201980, field 12.201980 au
alpha_zz EOM: formula 12.215781, field 12.215781 au
  -tFt = -1.624445 au, -<L|Hbar Q TT|0> = -0.013801 au
alpha_xz LR: sym 3.244832, asym 3.244832, field 3.244832 au
alpha_xz EOM: formula 3.248133, field 3.248133 au
  -tFt = -0.441165 au, -<L|Hbar Q TT|0> = -0.003301 au
alpha_xx FCI = 4.172975 au, alpha_zz FCI = 12.236116 au
Lagr(t+eps t^z,lam)-E: 1.287e-08 Eh (eps 0.004), 1.598e-09 Eh (0.002)
order in eps of that error = 3.010
LiH 6-31G, R = 3.0 bohr (Li at 0, H at +z), frozen 1s core
determinants 44, singles 10, doubles 33
E_RHF = -7.97917779 Eh, E_CCSD = E_FCI = -7.99786677 Eh
mu_z = -2.162530 au
eta.t = -13.996304 au, tFt = 1.622556 au
alpha_zz: LR 26.370052, EOM 26.370052, FCI 26.370052 au
1 au = 0.148185 A^3; alpha_zz = 3.90764 A^3
dimer: determinants 1936, amplitudes 186, E = -15.99573354 Eh
|Y| = 3.7164e-04, |lamS x lamS| = 3.4256e-03
|Y - lamS x lamS| = 3.7405e-03
lam.xi = -0.100046 au, lam.t^z = 0.706253 au
xi Y t + t Y xi = 0.006976 au, 2(lam.xi)(lam.t) = -0.141316 au
pair term delta alpha = -0.296583 au = -0.043949 A^3
2 alpha(monomer) = 52.740103 au, dimer CCSD finite field 52.740104 au
parallel: LR 52.740103, EOM 52.443520, EOM field 52.443520 au
antiparallel: LR 52.740103, EOM 53.036687, EOM field 53.036687 au
dimer EOM relative error = -0.5623 %
N=10 predicted EOM alpha/N = 25.03543 au, error -5.061 %
H2 6-31G, R = 1.4 bohr: alpha_zz FCI = 6.087725 au
H2+H2: EOM 12.175450 au, sum of monomers 12.175450 au
LiH+H2: EOM 32.457777 au, sum of monomers 32.457777 au
LiH STO-3G: alpha_zz = 10.104705 au, delta alpha = -0.107774 au
N=2: LR 20.209409, EOM field 20.101636 au, excess/delta 1.0000
N=3: LR 30.314114, EOM field 29.990793 au, excess/delta 3.0000
```
